# When surface band bending empties a doped silicon wire

**Problem.** A long, round silicon wire is doped with $10^{18}$ donors per cubic centimetre. Charge trapped at its surface bends the bands upward by 0.5 V, measured from neutral silicon of the same doping. Below what radius is the wire fully depleted, so that no neutral core is left to carry current?

Take the relative permittivity as $\kappa=11.7$. Use the depletion approximation: every donor is ionized, and a sharp edge separates neutral material from a region without electrons. The donors are treated as a uniform charge density $N$. The wire is much longer than it is thick, and its surface charge is spread evenly.

The algebra is in atomic units, with $e=1$ and $4\pi\varepsilon_0=1$. Let $\psi$ be the electrostatic potential relative to neutral material. An electron has potential energy $-\psi$, so upward bending by $V$ means $\psi=-V$ at the surface, with $V>0$. The data become

$$
N=1.4818\times10^{-7}\ \text{bohr}^{-3},\qquad V=0.018375\ \text{hartree}.
$$

## A tempting solution

Begin with a flat surface. Let $x$ be the distance from the edge of the neutral region towards the surface. The donors between the edge and $x$ carry a charge $Nx$ per unit area. There is no field in the neutral region, so Gauss's law gives

$$
E_{\text{flat}}(x)=\frac{4\pi N x}{\kappa}.
$$

The potential falls by $V$ across the depletion width $W$:

$$
V=\int_0^W\frac{4\pi N x}{\kappa}\,dx=\frac{2\pi N W^2}{\kappa}
\quad\Longrightarrow\quad
W=\sqrt{\frac{\kappa V}{2\pi N}} .
$$

With the data above, $W=25.4$ nm. The argument then continues: the surface empties the silicon to a depth of 25.4 nm from every side, so the depleted regions meet on the axis when the radius is 25.4 nm. The answer would be $R=25.4$ nm.

## Where it fails

The flat-surface formula is correct for a flat surface. The fault lies in carrying its depth over to a wire.

Suppose the wire has radius $R$ and a neutral core of radius $a$. Draw a coaxial cylinder of radius $r$ and length $L$, with $a<r<R$. It encloses the donor charge $N\pi(r^2-a^2)L$, since the core is neutral. By symmetry the field is radial and has the same size all over the curved wall, whose area is $2\pi rL$. Gauss's law reads

$$
\kappa E(r)\,2\pi rL=4\pi\,N\pi(r^2-a^2)L ,
$$

and therefore

$$
E(r)=\frac{2\pi N}{\kappa}\,\frac{r^2-a^2}{r}.
$$

To compare this with the flat case, set $x=r-a$ and factor $r^2-a^2=(r-a)(r+a)$:

$$
\frac{E(r)}{E_{\text{flat}}(r-a)}=\frac{r+a}{2r}.
$$

At the edge of the core, $r=a$, the ratio tends to 1. Farther out it is smaller than 1, because the enclosed donors occupy a ring whose inner parts have less circumference than the wall through which their field passes. When the core has shrunk to nothing, $a=0$, the ratio is one half at every radius.

A wire of radius 25.4 nm, emptied of electrons, therefore has only half the flat-surface potential drop between axis and surface, 0.25 V instead of 0.5 V. The surface could deplete a thicker wire.

## The right solution

**Potential drop with a core.** The core is neutral, so $\psi(a)=0$, while $\psi(R)=-V$. Since $E=-d\psi/dr$, the integral of $E$ from $a$ to $R$ equals $\psi(a)-\psi(R)=V$:

$$
V=\frac{2\pi N}{\kappa}\int_a^R\left(r-\frac{a^2}{r}\right)dr
=\frac{2\pi N}{\kappa}\left[\frac{R^2-a^2}{2}-a^2\ln\frac{R}{a}\right].
$$

Moving the factor 2 inside the bracket gives

$$
V=\frac{\pi N}{\kappa}\left[R^2-a^2-2a^2\ln\frac{R}{a}\right].
$$

**Does a core exist?** For a given radius $R$, this equation fixes $a$, provided that it has a solution. Differentiate the bracket with respect to $a$, using $\ln(R/a)=\ln R-\ln a$:

$$
\frac{d}{da}\left[R^2-a^2-2a^2\ln\frac{R}{a}\right]
=-2a-4a\ln\frac{R}{a}+2a
=-4a\ln\frac{R}{a}.
$$

This is negative for $0<a<R$. The bracket thus rises steadily as the core shrinks, from zero at $a=R$ to $R^2$ as $a\to0$, where $a^2\ln(R/a)$ vanishes. A wire with a neutral core can support any bending below $\pi NR^2/\kappa$, each with one core radius, and none above it.

The critical radius is the one at which this largest bending equals $V$:

$$
\frac{\pi N R_c^2}{\kappa}=V
\quad\Longrightarrow\quad
R_c=\sqrt{\frac{\kappa V}{\pi N}}=\sqrt2\,W .
$$

**In SI units.** Gauss's law gives the field as $eN(r^2-a^2)/(2\varepsilon r)$, with $\varepsilon=\kappa\varepsilon_0$. The factor $2\pi N/\kappa$ is thus replaced by $eN/(2\varepsilon)$, and $\pi N/\kappa$ by $eN/(4\varepsilon)$. Hence

$$
R_c=2\sqrt{\frac{\varepsilon V}{eN}} .
$$

**The number.** In atomic units,

$$
R_c=\sqrt{\frac{11.7\times0.018375}{\pi\times1.4818\times10^{-7}}}
=679.6\ \text{bohr}.
$$

This is 36.0 nm, or 360 angstrom. In this model, the wire is fully depleted below a radius of about 36 nm, that is, a diameter of about 72 nm.

## Thicker and thinner wires

**A thicker wire.** Dividing the equation for $V$ by $\pi N/\kappa$ gives a convenient form,

$$
R_c^2=R^2-a^2-2a^2\ln\frac{R}{a}.
$$

For $R=50$ nm, its numerical root is $a=21.0$ nm. The depleted shell is 29.0 nm thick, more than the 25.4 nm of a flat surface, because the field in the shell is weaker. The core fills $(21.0/50)^2\approx18\%$ of the cross-section.

The flat result must return when the wire is very thick. Write $R=a+d$ and $s=d/a$, with $s\ll1$. Then $R^2-a^2=a^2(2s+s^2)$ and $\ln(1+s)=s-s^2/2+\cdots$, so

$$
R^2-a^2-2a^2\ln\frac{R}{a}
=a^2(2s+s^2-2s+s^2+\cdots)=2d^2+\cdots .
$$

To leading order, $V=2\pi Nd^2/\kappa$ and $d=W$, as required.

**A thinner wire.** For $R<R_c$ there is no neutral core, and the potential on the axis is no longer zero. The surface potential is still taken as fixed at $-V$, so the surface charge must adjust to the radius, as it does when surface states pin the Fermi level. A fixed trapped charge is a different problem: $\sigma$ electrons per unit area empty the wire when $NR/2=\sigma$, and the charge $NW$ that bends a flat surface by 0.5 V would do so at $R=2W=51$ nm. With $a=0$ the field is $2\pi Nr/\kappa$, and integrating outward from the axis gives

$$
\psi(r)=\psi(0)-\frac{\pi N r^2}{\kappa}.
$$

Setting $\psi(R)=-V$ and using $\pi N/\kappa=V/R_c^2$ gives

$$
\psi(0)=-V\left[1-\left(\frac{R}{R_c}\right)^2\right].
$$

For $R=25$ nm, $(25/35.96)^2=0.483$, so $\psi(0)=-0.258$ V. The drop from axis to surface is only 0.242 V. The rest of the 0.5 V is a shift of the whole cross-section relative to neutral silicon. This is why the reference for the bending had to be stated: in a thin wire, the bending measured from neutral material differs from the bending measured from the axis. The two agree at $R_c$.

**Field and surface charge.** At the critical radius the surface field is $2\pi NR_c/\kappa=2V/R_c$, or 0.278 MV/cm. The donors in a length $L$ carry the charge $N\pi R_c^2L$, which must be balanced over an area $2\pi R_cL$. The surface must therefore hold $NR_c/2=1.8\times10^{12}$ electrons per square centimetre. If it has too few states to hold them, it cannot maintain the assumed bending. As an example, let the surface states be spread evenly in energy, neutral when the bending is 0.5 V, and charged in proportion to the shortfall from 0.5 V. The critical radius is then 35 nm for $10^{14}$ states per eV per square centimetre, 30 nm for $10^{13}$ and 9 nm for $10^{12}$. The value of 36 nm describes a strongly pinned surface.

## How sharp is the threshold at 300 K?

Real electrons do not stop at a sharp edge. Let $T$ denote the thermal energy $k_BT$ in atomic units. For a non-degenerate electron gas in equilibrium, the density is $n=Ne^{\psi/T}$, and Poisson's equation becomes

$$
\frac1r\frac{d}{dr}\left(r\frac{d\psi}{dr}\right)
=-\frac{4\pi N}{\kappa}\left(1-e^{\psi/T}\right),
\qquad \psi(R)=-V .
$$

I solved this equation by a finite-volume method with Newton iteration. At 300 K the thermal energy is 25.85 meV. For $R=R_c$ the axis lies at $-31.8$ mV, and

$$
\frac{n(0)}{N}=e^{-31.8/25.85}=0.29 .
$$

The axis is thus far from empty, yet the density averaged over the cross-section is only 1.9% of the doping. Doubling the number of mesh cells from 1500 to 3000 leaves this figure unchanged to the digits given.

The contrast comes from the narrowness of the remaining electron column. If the electrons' own charge is ignored, $\psi(r)=\psi(0)-Vr^2/R_c^2$. The density is then a Gaussian, and extending its integral to infinity gives the average

$$
\frac{\bar n}{N}\approx\frac{n(0)}{N}\,\frac{1}{\pi R_c^2}\int_0^\infty e^{-Vr^2/(TR_c^2)}\,2\pi r\,dr
=\frac{n(0)}{N}\,\frac{T}{V}.
$$

This is $0.292\times0.0517=1.5\%$. The full solution gives more for the same axis density, because the electrons cancel part of the donor charge, flatten the potential and so widen the column.

In a thinner wire the electrons soon become too few to matter to the potential. The earlier expression for $\psi(0)$ then applies. Setting $n(0)=fN$ gives $\psi(0)=-T\ln(1/f)$, and hence

$$
R=R_c\sqrt{1-\frac{T}{V}\ln\frac1f}.
$$

For $f=0.01$ this is $35.96\sqrt{1-0.0517\times4.605}=31.4$ nm, and the full solution also gives 31.4 nm. With uniform donor charge, keeping the axis density below 1% of the doping therefore requires a radius below about 31 nm rather than 36 nm. A real wire needs a further margin, because its donors are randomly placed.

The sharp threshold is recovered when the thermal energy is lowered in the equation while the donors are kept ionized. The radius at which the axis density is half the doping is 37.7 nm at 25.85 meV, 36.3 nm at one tenth of that energy, and 36.0 nm at one hundredth. This is a mathematical limit, not a description of cooled silicon, in which donors can recapture electrons.

## Comparison with a real wire

The numbers suit a phosphorus-doped silicon nanowire at room temperature whose surface states hold the Fermi level near the middle of the gap. With a rough intrinsic density of $10^{10}$ cm$^{-3}$, such pinning gives a bending of $25.85\ln(10^{8})$ meV, or about 0.48 V, close to the chosen 0.5 V. In a real wire, the surface treatment and the number of surface states decide the bending. Since $R_c\propto\sqrt V$, a bending 20% smaller lowers the critical radius by 11% at fixed doping.

The donors are also discrete. A piece of wire of radius $R_c$ and length $R_c$ contains $N\pi R_c^3\approx146$ of them on average. For independent random positions the spread is $\sqrt{146}\approx12$, or 8%. Because $R_c\propto N^{-1/2}$, this corresponds to about 4% in radius, or 1.5 nm. This estimate depends on the chosen length and treats each piece as uniformly doped. The effect on the remaining electrons is much larger. For independent random point donors, a fixed surface potential and no screening by electrons, the potential on the axis scatters by about 50 mV, twice the thermal energy and more than the 31.8 mV found above. The electron column, of radius $R_c\sqrt{T/V}\approx8$ nm, is also narrower than the mean donor spacing of 10 nm. The densities and the 31 nm radius of the previous section therefore describe the uniform-charge model, not local values in a real wire.

Other effects are smaller or do not move the electrostatic threshold:

- **Incomplete ionization.** With a rough donor depth of 45 meV and a twofold spin degeneracy, 76% of the donors are ionized in neutral silicon. Solving Poisson's equation with this occupation lowers the average electron density at $R_c$ from 1.9% to 1.4% of the doping. Away from the axis, where few electrons remain, nearly all donors are ionized, as assumed.
- **Degeneracy.** The doping is about 4% of the conduction band's effective density of states, so Boltzmann statistics are adequate.
- **Quantum confinement.** The donor charge forms a parabolic well for electrons near the axis. With the light transverse mass, 0.19 electron masses, taken in both directions, its level spacing is 17.6 meV. Summing over the levels gives 4% fewer electrons than the classical formula for the same well.
- **Holes and breakdown.** The hole density at the surface is of order $10^{10}$ cm$^{-3}$, negligible beside the doping. The surface field is roughly 0.3 of the breakdown field, which is about 1 MV/cm at this doping.

The calculation describes the middle of a long wire. Near a metal contact the potential also varies along the axis, and a gate on one side removes the circular symmetry. In either case the formula for $R_c$ no longer follows from the argument above.
